# Free-Hole Density in Partly Compensated Boron-Doped Diamond: a program that tests the result

```python
"""Free-hole density in boron-doped, partly compensated diamond at 300 K.

Result under test: p is the positive root of
    p (p + N_D) / (N_A - N_D - p) = phi,
    phi = (N_V / g) exp(-E_A / kT).
N_A, N_D : acceptor and donor densities (cm^-3)
N_V      : effective density of valence-band states (cm^-3)
E_A      : acceptor level above the valence edge (eV)
g        : number of states of a neutral acceptor
E_F      : Fermi energy above the valence edge (eV)
The independent calculation solves charge neutrality for E_F, using
Fermi-Dirac quadrature and enumeration of acceptor configurations.
"""
from itertools import product
import numpy as np
from scipy.constants import k, e
from scipy.integrate import quad
from scipy.optimize import brentq

T = 300.0
kT = k * T / e
N_A, N_D, N_V = 1e17, 1e15, 2e19
E_A, g = 0.37, 4

# Round model values used only to test the simplifying assumptions.
hole_repulsion = 0.5
donor_level = 1.0
model_gap = 5.0


def mass_action_constant(acceptor_energy=E_A, degeneracy=g):
    return N_V / degeneracy * np.exp(-acceptor_energy / kT)


def hole_formula(donors=N_D, degeneracy=g):
    phi_value = mass_action_constant(degeneracy=degeneracy)
    b = donors + phi_value
    c = phi_value * (N_A - donors)
    return 2 * c / (b + np.sqrt(b * b + 4 * c))


def band_holes(fermi):
    """Parabolic-band hole density with full Fermi-Dirac statistics."""
    eta = fermi / kT
    integral = quad(lambda t: t * t / (np.exp(t * t + eta) + 1),
                    0, 7, epsabs=0, epsrel=1e-10)[0]
    return N_V * 4 / np.sqrt(np.pi) * integral


def neutrality_solution(donors=N_D, acceptor_energy=E_A, degeneracy=g):
    """Return hole density and Fermi energy without the quadratic."""
    holes = np.array([sum(c) for c in product((0, 1), repeat=degeneracy)])
    energy = (-holes * acceptor_energy
              + hole_repulsion * holes * (holes - 1) / 2)

    def net_charge(fermi):
        weights = np.exp(-(energy + holes * fermi) / kT)
        negative = N_A * np.sum(weights * (1 - holes)) / np.sum(weights)
        positive = donors / (1 + 2 * np.exp((fermi - donor_level) / kT))
        return band_holes(fermi) + positive - negative

    fermi = brentq(net_charge, 0.05, 0.6, xtol=1e-13, rtol=1e-13)
    return band_holes(fermi), fermi


phi = mass_action_constant()
net = N_A - N_D
p = hole_formula()
E_F = kT * np.log(N_V / p)
p_full, E_F_full = neutrality_solution()

# Main result, and the size claimed for it.
assert abs(p / p_full - 1) < 3e-4
assert abs(p_full - 2.4e14) < 0.05e14
assert abs(E_F - E_F_full) < 1e-5

# The formula at other compensations and degeneracies.
for donors in (0.0, 1e12, 1e14, 1e16, 5e16):
    assert abs(hole_formula(donors)
               / neutrality_solution(donors)[0] - 1) < 3e-4
for degeneracy in (2, 6):
    assert abs(hole_formula(degeneracy=degeneracy)
               / neutrality_solution(degeneracy=degeneracy)[0] - 1) < 3e-4

# Limiting laws where they should hold, and their failure here.
weak = np.sqrt(phi * net)
strong = phi * net / N_D
weak_test = np.sqrt(phi * (N_A - 1e12))
strong_test = phi * (N_A - 1e16) / 1e16
assert abs(weak_test / neutrality_solution(1e12)[0] - 1) < 0.01
assert abs(strong_test / neutrality_solution(1e16)[0] - 1) < 0.01
assert weak > 1.2 * p_full and strong > 1.2 * p_full

# Sensitivity against a finite difference of the full solution.
s = 1 / (1 + p / (p + N_D) + p / (net - p))
h = 1e-3
p_up = neutrality_solution(acceptor_energy=E_A + h)[0]
p_down = neutrality_solution(acceptor_energy=E_A - h)[0]
s_numeric = -kT * np.log(p_up / p_down) / (2 * h)
assert abs(s - s_numeric) < 1e-3

# Consistency of the simplifying assumptions.
degeneracy_error = abs(N_V * np.exp(-E_F_full / kT) / p_full - 1)
neutral_donors = 1 / (1 + 0.5 * np.exp((donor_level - E_F_full) / kT))
electrons = N_V * np.exp(-(model_gap - E_F_full) / kT)
assert degeneracy_error < 1e-4
assert neutral_donors < 1e-6
assert electrons < 1e-6 * p_full

print(f"Temperature: {T:.0f} K")
print(f"Thermal energy kT: {kT:.6f} eV")
print(f"Acceptor density N_A: {N_A:.3e} cm^-3")
print(f"Donor density N_D: {N_D:.3e} cm^-3")
print(f"Valence density N_V: {N_V:.3e} cm^-3")
print(f"Acceptor energy E_A: {E_A:.3f} eV")
print(f"Acceptor degeneracy g: {g} (no unit)")
print(f"E_A/kT: {E_A / kT:.4f} (no unit)")
print(f"exp(-E_A/kT): {np.exp(-E_A / kT):.4e} (no unit)")
print(f"N_V/g: {N_V / g:.3e} cm^-3")
print(f"Mass-action constant phi: {phi:.4e} cm^-3")
print(f"Net acceptor density N_A-N_D: {net:.3e} cm^-3")
print(f"Linear coefficient b=N_D+phi: {N_D + phi:.5e} cm^-3")
print(f"Product phi(N_A-N_D): {phi * net:.4e} cm^-6")
root = np.sqrt((N_D + phi)**2 + 4 * phi * net)
print(f"Square root in the solution: {root:.5e} cm^-3")
print(f"Hole density p, formula: {p:.4e} cm^-3")
print(f"Hole density p, full neutrality: {p_full:.4e} cm^-3")
print(f"Relative difference of the two: {abs(p / p_full - 1):.1e}")
print(f"Fermi energy above valence edge: {E_F:.4f} eV")
print(f"E_F/kT: {E_F / kT:.3f} (no unit)")
print(f"Ionized acceptor density p+N_D: {p + N_D:.4e} cm^-3")
print(f"Ionized acceptor fraction: {100 * (p + N_D) / N_A:.3f} %")
print(f"Free holes per boron atom: {100 * p / N_A:.3f} %")
print(f"Weak-compensation estimate: {weak:.4e} cm^-3")
print(f"Weak estimate divided by p: {weak / p:.3f} (no unit)")
print(f"Strong-compensation estimate: {strong:.4e} cm^-3")
print(f"Strong estimate divided by p: {strong / p:.3f} (no unit)")
print(f"Hole density without donors: {hole_formula(0.0):.4e} cm^-3")
print(f"Hole density for g=2: {hole_formula(degeneracy=2):.4e} cm^-3")
print(f"Hole density for g=6: {hole_formula(degeneracy=6):.4e} cm^-3")
print(f"Sensitivity s, formula: {s:.4f} (no unit)")
print(f"Sensitivity s, finite difference: {s_numeric:.4f} (no unit)")
p_shift = neutrality_solution(acceptor_energy=E_A + 0.01)[0]
print(f"Full p for E_A raised by 0.01 eV: {p_shift:.4e} cm^-3")
print(f"Test value, hole repulsion: {hole_repulsion:.1f} eV")
print(f"Test value, donor level above edge: {donor_level:.1f} eV")
print(f"Test value, band gap: {model_gap:.1f} eV")
print(f"Relative error of Boltzmann holes: {degeneracy_error:.1e}")
print(f"Neutral donor fraction: {neutral_donors:.1e} (no unit)")
print(f"Electron density, N_C set to N_V: {electrons:.1e} cm^-3")
print("verified")
```

It prints:

```
Temperature: 300 K
Thermal energy kT: 0.025852 eV
Acceptor density N_A: 1.000e+17 cm^-3
Donor density N_D: 1.000e+15 cm^-3
Valence density N_V: 2.000e+19 cm^-3
Acceptor energy E_A: 0.370 eV
Acceptor degeneracy g: 4 (no unit)
E_A/kT: 14.3122 (no unit)
exp(-E_A/kT): 6.0852e-07 (no unit)
N_V/g: 5.000e+18 cm^-3
Mass-action constant phi: 3.0426e+12 cm^-3
Net acceptor density N_A-N_D: 9.900e+16 cm^-3
Linear coefficient b=N_D+phi: 1.00304e+15 cm^-3
Product phi(N_A-N_D): 3.0122e+29 cm^-6
Square root in the solution: 1.48693e+15 cm^-3
Hole density p, formula: 2.4194e+14 cm^-3
Hole density p, full neutrality: 2.4194e+14 cm^-3
Relative difference of the two: 1.2e-05
Fermi energy above valence edge: 0.2927 eV
E_F/kT: 11.323 (no unit)
Ionized acceptor density p+N_D: 1.2419e+15 cm^-3
Ionized acceptor fraction: 1.242 %
Free holes per boron atom: 0.242 %
Weak-compensation estimate: 5.4883e+14 cm^-3
Weak estimate divided by p: 2.268 (no unit)
Strong-compensation estimate: 3.0122e+14 cm^-3
Strong estimate divided by p: 1.245 (no unit)
Hole density without donors: 5.5008e+14 cm^-3
Hole density for g=2: 4.2188e+14 cm^-3
Hole density for g=6: 1.7117e+14 cm^-3
Sensitivity s, formula: 0.8352 (no unit)
Sensitivity s, finite difference: 0.8352 (no unit)
Full p for E_A raised by 0.01 eV: 1.7396e+14 cm^-3
Test value, hole repulsion: 0.5 eV
Test value, donor level above edge: 1.0 eV
Test value, band gap: 5.0 eV
Relative error of Boltzmann holes: 4.3e-06
Neutral donor fraction: 2.6e-12 (no unit)
Electron density, N_C set to N_V: 1.7e-60 cm^-3
verified
```
